# Hartree–Fock self-interaction and augmentation charges in a one-electron ultrasoft atom

**Question**

I am trying to understand exact exchange with ultrasoft pseudopotentials by putting a single electron in a model atom. The smooth orbital $\phi$ does not carry the full charge. The missing part is restored by an augmentation function $Q(\mathbf r)$ and a projector $\beta$:

$$n=|\phi|^2+|c|^2Q,\qquad c=\langle\beta|\phi\rangle,\qquad \langle\phi|S|\phi\rangle=1,\quad S=1+q|\beta\rangle\langle\beta|,\quad q=\int Q\,d^3r .$$

One electron should not repel itself, so the Hartree and Fock energies should cancel. I have been told that this happens only when both terms use the same augmented density. It is tempting to use a smoother $Q$ in the Fock term, or none at all, because the pair densities are then cheaper to represent.

Is the "only when" really true? What is left over if the two terms differ, and how large is it for something concrete like hydrogen?

**Answer**

Equal augmentation is sufficient for cancellation. For one particular state it is not necessary, because two different densities can have the same electrostatic energy. It becomes necessary once you demand cancellation for every one-electron state.

I use atomic units in the algebra, real $Q$ functions that do not depend on $\phi$, a nonzero $\beta$ and a positive $S$. The electron fully occupies one spin orbital. Define

$$(f|g)=\iint\frac{f(\mathbf r)\,g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

**Why equal densities cancel**

The Fock energy for orbitals of one spin with occupations $f_i$ is

$$E_x=-\tfrac12\sum_{ij}f_if_j(\rho_{ij}|\rho_{ji}),\qquad \rho_{ij}=\phi_i^*\phi_j+\langle\phi_i|\beta\rangle Q\langle\beta|\phi_j\rangle .$$

With one orbital and $f_1=1$, the sum has one term, and $\rho_{11}=|\phi|^2+|c|^2Q=n$. Hence $E_x=-\tfrac12(n|n)=-E_H$.

Full occupation matters. Put half an electron in each of two orbitals of the same spin, so that $n=\tfrac12(\rho_{11}+\rho_{22})$. Then

$$E_H=\tfrac18\left[(\rho_{11}|\rho_{11})+(\rho_{22}|\rho_{22})+2(\rho_{11}|\rho_{22})\right],$$
$$E_x=-\tfrac18\left[(\rho_{11}|\rho_{11})+(\rho_{22}|\rho_{22})+2(\rho_{12}|\rho_{21})\right].$$

The diagonal terms cancel, but $\tfrac14[(\rho_{11}|\rho_{22})-(\rho_{12}|\rho_{21})]$ remains. Consistent augmentation does not remove this error. Likewise, half an electron in each spin channel of the same spatial orbital gives $E_x=-2\cdot\tfrac12\cdot\tfrac14(n|n)=-\tfrac14(n|n)$, which cancels only half of $E_H$.

**The residue for unequal augmentation**

Let the Hartree term use $Q_H$ and the Fock term $Q_F$, giving densities $n_H$ and $n_F$. The residue is

$$R=E_H+E_x=\tfrac12(n_H|n_H)-\tfrac12(n_F|n_F).$$

Expand both squares. The terms $(|\phi|^2\,|\,|\phi|^2)$ cancel. With $\Delta=Q_H-Q_F$ and $K=(Q_H|Q_H)-(Q_F|Q_F)$, what remains is

$$\boxed{R=|c|^2(\Delta\,|\,|\phi|^2)+\tfrac12|c|^4K}$$

The first term is the interaction of the mismatch with the smooth density. The second is the difference of the augmentation self-energies. They can have opposite signs, which is why $R=0$ for one state does not prove $\Delta=0$.

**The correct "only when"**

Suppose $R=0$ for every normalised $\phi$. For $c\neq0$, divide by $|c|^2$. With $v_\Delta$ the Coulomb potential of $\Delta$, this gives

$$\langle\phi|A|\phi\rangle=0,\qquad A=v_\Delta(\mathbf r)+\tfrac12K|\beta\rangle\langle\beta| .$$

This expression is quadratic in $\phi$, so normalisation no longer matters: any $\phi$ with $c\ne0$ can be rescaled to satisfy the constraint. A state with $c=0$ is the limit $\eta\to0$ of $\phi+\eta\beta$, whose projection $\eta\langle\beta|\beta\rangle$ is nonzero. By continuity the equation holds for all $\phi$. A Hermitian operator whose expectation values all vanish is zero, so $A=0$.

Now apply $A$ to functions orthogonal to $\beta$. For these, $v_\Delta\phi=0$. If $v_\Delta$ were nonzero in some small region, we could take two independent functions living there and combine them to be orthogonal to $\beta$. That combination would violate $v_\Delta\phi=0$. Therefore $v_\Delta=0$ everywhere, and Poisson's equation gives $\Delta=-\nabla^2v_\Delta/4\pi=0$. Thus $R$ vanishes for all one-electron states if and only if $Q_H=Q_F$.

The proof uses arbitrarily localised functions, so it holds in the complete function space. In a plane-wave basis with cutoff $G_c$, $|\phi|^2$ has no Fourier components above $2G_c$. If $Q_H$ and $Q_F$ differ only above $2G_c$, the first term of the boxed formula vanishes and $R=\tfrac12|c|^4K$. Truncating $Q_F$ at $2G_c$ therefore leaves exactly this self-energy term. A mismatch above $2G_c$ with $K=0$ gives $R=0$ for every state in the basis.

**What the mismatch does to the orbital equation**

Vary $\phi^*$. The Hartree density changes by $\delta n_H=\delta\phi^*\phi+\langle\delta\phi|\beta\rangle c\,Q_H$, and its self-energy by $\int v_H\,\delta n_H\,d^3r$, where $v_H$ is the potential of $n_H$. The Fock part follows in the same way with the opposite sign. Thus $\delta R/\delta\phi^*=W\phi$ with

$$W=v_H-v_F+\left(\int v_HQ_H\,d^3r-\int v_FQ_F\,d^3r\right)|\beta\rangle\langle\beta| .$$

Its expectation value is $(n_H|n_H)-(n_F|n_F)=2R$. If $W$ is frozen and added as $\lambda W$ to the Hamiltonian, first-order perturbation theory gives $d\varepsilon/d\lambda=\langle\phi|W|\phi\rangle/\langle\phi|S|\phi\rangle=2R$. The factor 2 arises because the energy is quadratic in the density. This is an initial slope, not the self-consistent level shift.

**Making hydrogen ultrasoft**

Take nonrelativistic hydrogen with a fixed point nucleus, $\psi=e^{-r}/\sqrt\pi$ and $\varepsilon=-\tfrac12$. Choose $r_c=0.8$ angstrom, or $t=1.51178$ in bohr. This is a large radius for hydrogen, longer than the H$_2$ bond of $0.74$ angstrom, and the sizes found below depend strongly on it. Outside $r_c$ set $\phi=\psi$. Inside, with $x=r/r_c$, set

$$\phi=\psi(r_c)\,(a_0+a_2x^2+a_4x^4).$$

Since $\psi'=-\psi$ and $\psi''=\psi$, matching value, slope and curvature requires

$$a_0+a_2+a_4=1,\qquad 2a_2+4a_4=-t,\qquad 2a_2+12a_4=t^2 .$$

Subtracting the second equation from the third gives $a_4=(t^2+t)/8$. The second then gives $a_2=-(t^2+3t)/4$, and the first gives $a_0=1+(t^2+5t)/8$. Numerically these are $0.475$, $-1.705$ and $2.231$. At the nucleus $\phi$ is $0.492$ times $\psi$.

The same matching applied to $-1/r$ gives the local potential inside $r_c$:

$$V_{\rm loc}=-\frac1{r_c}\left(\frac{15}{8}-\frac54x^2+\frac38x^4\right).$$

Define $\chi=(\varepsilon-T-V_{\rm loc})\phi$, which vanishes outside $r_c$, then $B=\langle\phi|\chi\rangle$ and $\beta=\chi/B$. This makes $c=1$ for the ground state. Choose $Q=|\psi|^2-|\phi|^2$, so that $n=|\psi|^2$. With $H=T+V_{\rm loc}+D|\beta\rangle\langle\beta|$,

$$H\phi=\varepsilon\phi-B\beta+D\beta,\qquad \varepsilon S\phi=\varepsilon\phi+\varepsilon q\beta .$$

These agree when $D=B+\varepsilon q$. Here $q=0.114623$ electrons and $B=-4.268$ eV, so $D=-4.268-13.606\times0.114623=-5.828$ eV. Diagonalizing the generalised problem returns the lowest level at $-13.6057$ eV, as required.

The full Hartree energy can be done by hand. For $n=e^{-2r}/\pi$, the function $rv=1-(1+r)e^{-2r}$ satisfies $(rv)''=-4re^{-2r}=-4\pi rn$, vanishes at the origin and tends to the unit charge at infinity. Therefore

$$E_H=\tfrac12\int_0^\infty4r^2e^{-2r}v\,dr
=2\int_0^\infty\left[re^{-2r}-(r+r^2)e^{-4r}\right]dr
=2\left(\tfrac14-\tfrac1{16}-\tfrac1{32}\right)=\tfrac5{16},$$

which is $8.50356$ eV. Using the full $Q$ in the Fock term gives $-8.50356$ eV and no residue.

**Case 1: no augmentation in the Fock term**

Now $Q_F=0$, and the boxed formula gives

$$R=2.14717+0.26839=2.41556\ \text{eV}\quad(0.08877\ \text{hartree}).$$

Directly, $8.50356-6.08800$ gives the same value. The error is 28% of the Hartree energy, although only 11.5% of the electron is missing. Part of the reason is that electrostatic energy is quadratic in charge. Scaling the true density down to the smooth charge $0.885377$ would already lose $(1-0.885377^2)\times8.50356=1.84$ eV. The other $0.58$ eV comes from the different shape of the smooth density.

The potential error is also long-ranged. Both densities are spherical and differ in charge by $q$, so $v_H-v_F=q/r$ for all $r\ge r_c$. The calculated slope $d\varepsilon/d\lambda=4.831$ eV agrees with $2R$.

**Case 2: a smooth augmentation with the right charge**

Let $Q_F=Q_m\propto(1-x^2)^m$ inside $r_c$, normalised to the charge $q$. For $m=2$,

$$R=0.12799+0.07545=0.20344\ \text{eV}\quad(0.00748\ \text{hartree}),$$

or 2.4% of the Hartree energy. The spherical charges now agree, so Gauss's law makes $v_H=v_F$ outside $r_c$. Conserving the charge removes the long-range error but leaves a short-range one. The slope is $0.407$ eV, again $2R$.

Both residues belong to this core radius. The same construction with $r_c=1.1$ bohr has $q=0.043$ and gives $1.02$ eV (Case 1) and $0.052$ eV (Case 2). With $r_c=0.8$ bohr it has $q=0.015$ and gives $0.37$ eV and $0.011$ eV.

In both cases, adding $R[\phi]$ to the one-electron energy and reoptimising $\phi$ can raise the minimum by at most the quoted $R$, because the original orbital is still an allowed trial state.

**Case 3: cancellation by accident**

If $N(r)$ is the charge inside radius $r$, a spherical density has self-energy $\tfrac12\int_0^\infty N(r)^2/r^2\,dr$. Raising $m$ moves the augmentation charge inward and increases $N(r)$ within $r_c$, so the Fock self-energy grows. As $m\to\infty$ the augmentation approaches a point charge and its self-energy diverges. Since $R>0$ at $m=2$, it must cross zero once at larger $m$.

The crossing is at $m=5.789$. There $|R|$ is below $10^{-5}$ eV for the ground state, yet the densities differ: $\int|Q-Q_m|\,d^3r=0.0168$ electrons, and $v_H-v_F$ is $0.45$ eV at the nucleus. This is the counterexample to the "only when" for a single state.

Keep that same $Q_m$ and change the state to a Gaussian $\phi\propto e^{-r^2/2s^2}$, with $s=0.30$ angstrom and $\langle\phi|S|\phi\rangle=1$. Now $c^2=1.390$ and $R=0.024$ eV. Tuning $Q_F$ to remove the ground-state residue has therefore not removed self-interaction from the method.

The numerical output below lists the values for $r_c=0.8$ angstrom. It also gives a same-spin mixture of two half-occupied orbitals, built from Gaussians of widths $0.30$ and $0.50$ angstrom made orthonormal with respect to $S$. That mixture leaves $5.34$ eV even with the full $Q$ in both terms, so matching the augmentation cures the density mismatch but not the fractional-occupation error.

## Computed results

```
augmentation radius r_c: 0.800 angstrom
r_c in atomic units: 1.51178 bohr
phi/phi(r_c), coefficient of (r/r_c)^0: 2.23055 (no unit)
phi/phi(r_c), coefficient of (r/r_c)^2: -1.70521 (no unit)
phi/phi(r_c), coefficient of (r/r_c)^4: 0.47466 (no unit)
phi(0)/psi(0): 0.49187 (no unit)
smooth charge <phi|phi>: 0.885377 electrons
augmentation charge q: 0.114623 electrons
B = <phi|chi>: -4.26812 eV
D = B + energy*q: -5.82764 eV
lowest level by diagonalization: -13.60569 eV
exact 1s level of the model: -13.60569 eV
Hartree energy, full Q: 8.50356 eV
Fock energy, full Q: -8.50356 eV
Fock energy, no augmentation: -6.08800 eV
Fock energy, smooth Q with m=2: -8.30012 eV
no augmentation: cross term: 2.14717 eV
no augmentation: Q self term: 0.26839 eV
no augmentation: residue R: 2.41556 eV
no augmentation: residue R: 0.0887701 hartree
no augmentation: eigenvalue slope: 4.83111 eV
smooth Q, m=2: cross term: 0.12799 eV
smooth Q, m=2: Q self term: 0.07545 eV
smooth Q, m=2: residue R: 0.20344 eV
smooth Q, m=2: residue R: 0.0074762 hartree
smooth Q, m=2: eigenvalue slope: 0.40688 eV
exponent m of accidental zero: 5.7889 (no unit)
integral of |Q - Q_m| at that m: 0.016788 electrons
v_H - v_F at the nucleus, that m: 0.44960 eV
ground-state |R| at that m is below 1e-5 eV: True
Gaussian trial width s, exp(-r^2/2s^2): 0.30 angstrom
Gaussian trial: c^2: 1.39025 (no unit)
Gaussian trial: R at that m: 2.4272e-02 eV
second Gaussian width in the mixture: 0.50 angstrom
half-half same-spin mixture, full Q: E_H+E_x: 5.33847 eV
```
